\section*{Automating the Foldy-Wouthuysen expansion to fifth order in inverse mass, part 2}

The Foldy--Wouthuysen (FW) method makes a Dirac Hamiltonian block diagonal in powers of $1/m$, but the result depends on the scheme. Here the iterated scheme, with total transformation $U_{FW}$ and result $H_{FW}$, is compared with Eriksen's, with result $H_E$.

We set $\hbar=c=1$ and measure energies in an arbitrary unit u. The Hamiltonian is $H=\beta m+E+O$ with $\beta^2=1$, $\beta E=E\beta$, $\beta O=-O\beta$; $E$ and $O$ are Hermitian, time independent and bounded. Even operators commute with $\beta$, odd ones anticommute. We write $V=E+O$, $O_0=O$, $O_{n+1}=[O_n,E]$. Length counts the factors $O,E$ in a product (a word); when sorting by length we set $m=1$.

A unique odd, anti-Hermitian $S=\sum_kS_k/m^k$ makes $H_E=e^SHe^{-S}=\beta m+E+\sum_kH_k/m^k$ even. $S_k$ has length $k$, $H_k$ length $k+1$. With $R_3=\frac14O_2-\frac13O^3$ the odd remainder that $S_3$ removes,
\begin{align*}
S_1&=\tfrac12\beta O,\quad S_2=\tfrac14O_1,\quad S_3=\tfrac18\beta O_2-\tfrac16\beta O^3,\\
S_4&=\tfrac1{16}O_3-\tfrac7{48}\{O^2,O_1\}-\tfrac1{24}OO_1O,\\
H_1&=\tfrac12\beta O^2,\quad H_2=-\tfrac18[O,O_1],\\
H_3&=\tfrac1{16}\beta\{O,O_2\}-\tfrac18\beta O^4.
\end{align*}

With $\lambda=H/\sqrt{H^2}$, the exact transformation $U=e^S$ is
\begin{equation}
U=(1+\beta\lambda)N^{-1/2},\qquad N=2+\beta\lambda+\lambda\beta=4-(\beta-\lambda)^2.\label{erik}
\end{equation}
For matrices, the upper block of $H_E$ is $u\Lambda u^\dagger$, where $\Lambda$ holds the positive eigenvalues and $u$ is the unitary polar factor of the upper components of their eigenvectors.

Put $z=1/m$ (complex), $K=\beta+zV$, $\delta=|z|\,\|V\|<1$. Then
\begin{equation}
\|\lambda-\beta\|\le\frac{2\delta}{1-\delta}.\label{bound}
\end{equation}
For $\delta<\frac12$, $UKU^{-1}$ is analytic and the expansion converges. As an order, $K$ instead labels the last term kept: cutting after $H_K$ leaves $O(m^{-K-1})$.

\section{The iterated scheme and the depth needed}\label{depth}

The original FW procedure repeats finite steps: take the whole odd part $R$ of the current Hamiltonian, conjugate with $e^{\beta R/2}$, and start again. If $R$ begins at length $n$, the new odd part begins with the commutator of $\frac12\beta R$ with $E$, at length $n+1$, and the even part gains
\begin{equation}
[\tfrac12\beta R,R]+\tfrac12[\tfrac12\beta R,-R]=\tfrac12\beta R^2\label{gain}
\end{equation}
at length $2n$, other gains being longer. Step 3 acts at length 6 and step 4 at length 8, so three steps fix the even part $H_{FW}$ through $1/m^5$. Two do not: the lost term shifts a level at first order by $\pm\langle R^2\rangle/2$, which vanishes just for states annihilated by the leading part of $R$.

The product $G=U_{FW}U^\dagger$ maps the even $H_E$ to the even $H_{FW}$. If its odd part began at length $k$, the odd part of $GH_E=H_{FW}G$ at that length would read $[G_k,\beta]=0$, forcing $G_k=0$; so $G$ is even and the two blocks have the same spectra. The first two generators begin as $S_1$ and $S_2$, and the Baker--Campbell--Hausdorff formula gives $e^{S_2}e^{S_1}=\exp(S_1+S_2+\frac12[S_2,S_1]+\dots)$. The commutator is even and has no counterpart in $S$. Therefore $G=1+W_3+\dots$ with
\begin{align}
W_3&=\tfrac1{16}(O_1\beta O-\beta OO_1)=-\tfrac1{16}\beta\{O,O_1\}=-\tfrac1{16}\beta[O^2,E],\\
H_{FW}-H_E&=[W_3,E]/m^3+\dots=-\frac{\beta}{16m^3}[[O^2,E],E]+\dots\label{gap}
\end{align}
Since $[[O^2,E],E]=\{O,O_2\}+2O_1^2$, the term $\frac1{16}\beta\{O,O_2\}$ of $H_3$ becomes $-\frac18\beta O_1^2$. The fourth- and fifth-order gaps are in the check output.

For $H_E$, let $S'=S_1+S_2+S_3$ and $H'=e^{S'}He^{-S'}$, whose odd part begins at length 4. Write $e^S=e^Ae^{S'}$; the same formula gives $A=S_4+S_5-\frac12[S_4,S_1]$ through length 5. In $e^AH'e^{-A}$ the even changes from odd $A$, paired with odd $H'$ or acting twice on $\beta$, have length 8, and even $A$ commutes with $\beta$. Through length 6,
\begin{equation}
H'^{\,\rm even}=H_E+\tfrac12[[S_4,S_1],E].
\end{equation}
This is an even rotation with generator $\frac12[S_4,S_1]$: omitting $S_4$ changes the operator at $1/m^5$ and not the spectrum at that order; the residual odd part, of length 4, shifts the levels through (\ref{gain}) only at length 8, that is at $1/m^7$. Keeping $S_4$ and stopping there gives in the same way $\tfrac12[[S_5,S_1],E]$, of length 7, so $S_1,\dots,S_4$ suffice. Omitting $S_3$ leaves the residual $R_3$, and (\ref{gain}) then affects levels at $1/m^5$.

\section{Testing against matrices}

The program uses eight random complex models with blocks $5+4$ and $\|E\|=\|O\|=1$ u. The exact reference is $u\Lambda u^\dagger$ for each block, asserted to agree with (\ref{erik}). The reference for $H_{FW}$ is the even part after ten steps done with matrix exponentials.

Analyticity isolates single orders: $H_k$ is the coefficient of $z^{k+1}$ in $UKU^{-1}$, obtained as the mean of $z^{-k-1}UKU^{-1}$ over 64 points on $|z|=0.15$ u$^{-1}$. With $\|V\|\le2$ u this circle has $\delta\le0.3$, and (\ref{bound}) is asserted at each point. The largest element deviation from the symbolic $H_k$ grows from $5\times10^{-15}$ u$^2$ at $k=1$ to $2\times10^{-11}$ u$^6$ at $k=5$; each order divides the rounding error by one more power of $0.15$. The extracted matrices are then fitted by least squares to all even words with both powers of $\beta$, 64 unknowns at $k=5$. The fit has full rank, with condition number 69, so a wrong coefficient could not hide behind a relation among words; it returns the rational coefficients within $4\times10^{-11}$.

Errors are absolute, averaged over the models: spectral norm for operators, largest shift for levels. The slope is $\log_2$ of the ratio between $m=20$ and $40$ u. Cutting $H_E$ at $K=0,\dots,5$ gives $1.00$, $1.99$, $3.00$, $4.00$, $5.00$, $5.99$; $H_{FW}$ through fifth order gives $5.99$ against its own reference; the two references differ with slope $3.00$. Without $S_4$ the operator slope falls to $5.00$ while the level slope is $5.99$, against $5.98$ for the full fifth-order $H_E$. Without $S_3$, or with two FW steps, the level slope is $5.01$.

\section{Worked example}\label{ex}

Take round parameters: $m=10$ u, and in u
\begin{equation}
E_+=\begin{pmatrix}0.5&0.2\\0.2&-0.3\end{pmatrix},\;
E_-=\begin{pmatrix}0.1&-0.4\\-0.4&0.6\end{pmatrix},\;
B=\begin{pmatrix}1&0.5\\-0.8&0.3\end{pmatrix},
\end{equation}
with $E_\pm$ the blocks of $E$ and $B$, $B^T$ the upper-right and lower-left blocks of $O$. Here $\|V\|=1.4059$ u and $\delta=0.1406<\frac12$.

The upper block of $H_1$ is $\frac12BB^T$, with elements $(11,12,22)=\frac12(1.25,-0.65,0.73)=(0.625,-0.325,0.365)$ u$^2$. The upper-right block of $O_1$ is $C=BE_--E_+B$, with rows $(-0.1-0.34,\,-0.1-0.31)=(-0.44,-0.41)$ and $(-0.2-0.44,\,0.5-0.01)=(-0.64,0.49)$ u$^2$; its lower-left block is $-C^T$. So $H_2$ has upper block $\frac18(BC^T+CB^T)$, whose 11 element is $\frac28(-0.44-0.205)=-0.16125$ u$^3$. With the computed 11 elements $-0.187313$, $0.128716$, $0.102615$ of $H_3,H_4,H_5$,
\begin{align}
(H_E-m)_{11}&=0.5+0.0625-0.0016125-0.000187313\nonumber\\
&\quad+0.000012872+0.000001026=0.560714085\ \text{u},
\end{align}
against the exact $0.560713966$ u, an excess of $1.2\times10^{-7}$ u. The exact levels minus $m$ are $-0.294684988$ and $0.593486701$ u, and the errors of the block cut at order $K$ are:
\begin{center}
\begin{tabular}{ccc}
$K$&lower level (u)&upper level (u)\\
0&$-5.3\times10^{-2}$&$-4.6\times10^{-2}$\\
1&$-1.5\times10^{-3}$&$+1.7\times10^{-3}$\\
2&$+1.2\times10^{-4}$&$+1.2\times10^{-4}$\\
3&$+5.4\times10^{-6}$&$-1.3\times10^{-5}$\\
4&$-7.5\times10^{-7}$&$-5.6\times10^{-7}$\\
5&$-1.6\times10^{-8}$&$+1.1\times10^{-7}$
\end{tabular}
\end{center}
The gain per order is uneven: the last step improves the lower level about fifty times and the upper about five times. The power $m^{-K-1}$ describes the dependence on $m$ at fixed $K$. It makes these ratios grow in proportion to $m$ for large $m$, but leaves their size at a given $m$ to the coefficients of the neglected terms.

For the gap (\ref{gap}), write the traceless parts of $BB^T$ and $E_+$ as $\mathbf a\cdot\boldsymbol\sigma$ and $\mathbf e\cdot\boldsymbol\sigma$. Using $[\mathbf a\cdot\boldsymbol\sigma,\mathbf e\cdot\boldsymbol\sigma]=2i(\mathbf a\times\mathbf e)\cdot\boldsymbol\sigma$ twice,
\begin{equation}
[[O^2,E],E]_{++}=4\big(e^2\mathbf a-(\mathbf a\cdot\mathbf e)\mathbf e\big)\cdot\boldsymbol\sigma .
\end{equation}
In $(x,z)$ components $\mathbf a=(-0.65,0.26)$, $\mathbf e=(0.2,0.4)$, $e^2=0.2$, $\mathbf a\cdot\mathbf e=-0.026$. The $x$ part is $4(-0.13+0.0052)=-0.4992$ and the $z$ part $4(0.052+0.0104)=0.2496$; dividing by $-16m^3=-16000$ gives $3.12\times10^{-5}$ u for the 12 element and $-1.56\times10^{-5}$ u for the 11 element. The exact gaps are $3.075\times10^{-5}$ and $-1.252\times10^{-5}$ u, so the 11 element lies $20\%$ below the leading term in magnitude; the series through $1/m^5$ repairs this, with $3.074\times10^{-5}$ and $-1.247\times10^{-5}$ u. At $m=100$ u the largest deviation from the leading term is $0.97\%$ of its largest element. The levels of $H_{FW}$ cut at fifth order, $-0.294685045$ and $0.593486854$ u, differ from those of $H_E$ cut at the same order by $4\times10^{-8}$ u, several hundred times less than the matrix elements do.

The leading gap measures the part of $\mathbf a$ perpendicular to $\mathbf e$ and can be small by accident. With the second row of $B$ changed to $(-0.3,0.8)$, $\mathbf a=(0.1,0.26)$ is nearly parallel to $\mathbf e$: $\mathbf a\cdot\mathbf e=0.124$, the $x$ part is $4(0.02-0.0248)=-0.0192$, and the leading 12 gap is $1.20\times10^{-6}$ u. The exact value, $6.33\times10^{-7}$ u, is about half of it, and the series through $1/m^5$ gives $6.24\times10^{-7}$ u.

\section*{Computed values}
\begin{verbatim}
notation: b=beta, On=n-fold [.,E]; S_k, H_k, W3 multiply 1/m^k
S1 = +1/2 b.O
S2 = +1/4 O1
S3 = +1/8 b.O2 -1/6 b.O.O.O
S4 = +1/16 O3 -7/48 O.O.O1 -1/24 O.O1.O -7/48 O1.O.O
H1 = +1/2 b.O.O
H2 = -1/8 (O.O1+hc)
H3 = +1/16 (b.O.O2+hc) -1/8 b.O.O.O.O
H4 = -1/32 (O.O3+hc) +7/128 (O.O.O.O1+hc) -5/128 (O.O.O1.O+hc)
H5 = +1/64 (b.O.O4+hc) -11/256 (b.O.O.O.O2+hc) -3/64 (b.O.O.O1.O1+hc) -17/256 (b.O.O.O2.O+hc)
     -5/64 (b.O.O1.O.O1+hc) -11/128 b.O.O1.O1.O -1/128 b.O1.O.O.O1 +1/16 b.O.O.O.O.O.O
H4 quartic: a=3/64 {O^2,[O,[O,E]]}, b=1/128 [O^2,[O^2,E]]
W3 = -1/16 b.O.O1 -1/16 b.O1.O
(HFW-HE)3 = -1/16 (b.O.O2+hc) -1/8 b.O1.O1
(HFW-HE)4 = +1/32 (O.O3+hc) +1/32 (O1.O2+hc) +1/32 (O.O.O.O1+hc) +1/32 (O.O.O1.O+hc)
(HFW-HE)5 = -1/64 (b.O.O4+hc) +1/32 b.O2.O2 +17/768 (b.O.O.O.O2+hc) +17/192 (b.O.O.O1.O1+hc)
            +17/256 (b.O.O.O2.O+hc) +17/192 (b.O.O1.O.O1+hc) +11/128 b.O.O1.O1.O +35/384 b.O1.O.O.O1
raw O,E words in H1..H5: [1, 3, 6, 12, 25]
random test: 8 models, blocks 5+4, |E|=|O|=1 u, contour |1/m|=0.15 /u, 64 points
max|Cauchy H_k - symbolic| k=1..5 (u^(k+1)): 5e-15 4e-14 5e-13 2e-12 2e-11
max coefficient error of word fit k=1..5: 3e-16 4e-15 6e-13 1e-12 4e-11
k=5 fit: 64 unknown coefficients, condition number 69
operator-error slopes of H_E cut at K=0..5: 1.00 1.99 3.00 4.00 5.00 5.99
op  HE(5) vs exact Eriksen: 3.068e-10 u (m=20), 4.837e-12 u (m=40), slope 5.99
op  HFW(5) vs exact iterated: 4.628e-10 u (m=20), 7.269e-12 u (m=40), slope 5.99
op  exact iterated vs Eriksen: 5.298e-06 u (m=20), 6.645e-07 u (m=40), slope 3.00
eig HE(5): 1.933e-10 u (m=20), 3.073e-12 u (m=40), slope 5.98
eig HFW(5): 2.464e-10 u (m=20), 3.873e-12 u (m=40), slope 5.99
op  S1..S3 only: 4.957e-09 u (m=20), 1.550e-10 u (m=40), slope 5.00
eig S1..S3 only: 2.196e-10 u (m=20), 3.450e-12 u (m=40), slope 5.99
eig S1..S2 only: 9.331e-09 u (m=20), 2.899e-10 u (m=40), slope 5.01
eig two FW steps: 1.165e-08 u (m=20), 3.617e-10 u (m=40), slope 5.01
example m=10.0 u, E+=[[0.5, 0.2], [0.2, -0.3]] u, E-=[[0.1, -0.4], [-0.4, 0.6]] u
B=[[1.0, 0.5], [-0.8, 0.3]] u, |E+O|=1.4059 u, |E+O|/m=0.1406
O1 upper-right block (u^2): [[-0.44, -0.41], [-0.64, 0.49]]
H1 upper (11,12,22): +0.625000 -0.325000 +0.365000 u^2
H2 upper (11,12,22): -0.161250 -0.020750 +0.164750 u^3
H3 upper (11,12,22): -0.187313 +0.139763 -0.053813 u^4
H4 upper (11,12,22): +0.128716 +0.014746 -0.063377 u^5
H5 upper (11,12,22): +0.102615 -0.088102 +0.037417 u^6
exact levels - m: -0.294684988 0.593486701 u
K=0 levels - m: -0.347213595 0.547213595 u, errors -5.3e-02 -4.6e-02 u
K=1 levels - m: -0.296173928 0.595173928 u, errors -1.5e-03 +1.7e-03 u
K=2 levels - m: -0.294568142 0.593603142 u, errors +1.2e-04 +1.2e-04 u
K=3 levels - m: -0.294679549 0.593473424 u, errors +5.4e-06 -1.3e-05 u
K=4 levels - m: -0.294685734 0.593486143 u, errors -7.5e-07 -5.6e-07 u
K=5 levels - m: -0.294685004 0.593486813 u, errors -1.6e-08 +1.1e-07 u
exact Eriksen upper - m (11,12,22): +0.560713966 +0.167432860 -0.261912254 u
HE(5) upper - m (11,12,22): +0.560714085 +0.167432856 -0.261912276 u
exact iterated upper - m (11,12,22): +0.560701447 +0.167463611 -0.261899735 u
HFW(5) upper - m (11,12,22): +0.560701615 +0.167463596 -0.261899806 u
HFW(5) levels - m: -0.294685045 0.593486854 u
gap HFW-HE upper, 1/m^3 term: -0.000015600 +0.000031200 +0.000015600 u
gap HFW-HE upper, through 1/m^5: -0.000012470 +0.000030740 +0.000012470 u
gap HFW-HE upper, exact: -0.000012519 +0.000030751 +0.000012519 u
m=100.0 u: relative deviation of exact gap from 1/m^3 term 0.0097
B=[[1.0, 0.5], [-0.3, 0.8]] u, gap12: 1/m^3 1.20e-06, series 6.24e-07, exact 6.33e-07 u
\end{verbatim}
